**Information in an analogue memory cell with Gaussian read noise**

For a conductance used uniformly over a window $W$ and read with Gaussian noise of standard deviation $\sigma$, the information per read is $I_0=\log_2[W/(\sqrt{2\pi e}\,\sigma)]$ when edges are neglected. At $W=100\,\sigma$ this is 4.597 bits, and the two edges raise it to 4.623 bits. The program asserts that a direct sum over the joint distribution of target and reading agrees with the edge-corrected formula for windows of 10, 20, 50 and 100 $\sigma$. It checks by quadrature the relative-entropy argument behind the upper limit of 4.655 bits, and finds an input distribution that reaches 4.653 bits. Random sampling tests the misreading rates of 16 and 24 levels and the noise of independent charge transfers. Further assertions cover programming error, state-dependent noise, telegraph noise and a 6-bit converter. Of the effects sized for the example, a programming and relaxation error of 2 µS beside 1 µS of read noise is the largest, with a loss of 1.13 bits.

## Numerical check

```python
"""Information in an analogue memory cell read once with additive noise.

Result under test: a target conductance X, uniform on a window W, read as
Y = X + N with Gaussian N of standard deviation sigma, carries
    I0 = log2( W / (sigma*sqrt(2*pi*e)) ) bits    when edges are neglected,
and the two edges add 2*K*sigma/(W*ln 2) bits, K = -integral Phi*ln(Phi).
Phi is the normal distribution function. Conductances are in microsiemens.
Direct sums over the joint density of X and Y test the entropy formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import entr, ndtr, rel_entr

LN2 = np.log(2.0)
ROOT_2PIE = np.sqrt(2 * np.pi * np.e)
rng = np.random.default_rng(12345)


def gauss(t, width=1.0):
    return np.exp(-0.5 * (t / width) ** 2) / (np.sqrt(2 * np.pi) * width)


def direct_information(window, width=lambda x: 1.0 + 0 * x,
                       shifts=(0.0,), weights=(1.0,)):
    """Bits, from the definition; noise is a mixture of shifted Gaussians."""
    count = int(round(window / 0.1))
    x = (np.arange(count) + 0.5) * window / count
    dy = 0.1
    y = np.arange(-12.0, window + 12.0 + dy / 2, dy)
    conditional = np.zeros((count, y.size))
    for shift, weight in zip(shifts, weights):
        conditional += weight * gauss(y[None, :] - x[:, None] - shift,
                                      width(x)[:, None])
    output = conditional.mean(axis=0)
    return rel_entr(conditional, output[None, :]).sum() * dy / count / LN2


def edge_constant(distribution):
    return quad(lambda t: entr(distribution(t)), -12, 12,
                epsabs=1e-11, limit=300)[0]


# Main estimate and edge correction
g_min, g_max, sigma = 10.0, 110.0, 1.0
window = g_max - g_min
estimate = np.log2(window / (sigma * ROOT_2PIE))
noise_entropy = quad(lambda t: entr(gauss(t, sigma)), -12, 12)[0] / LN2
assert abs(noise_entropy - np.log2(sigma * ROOT_2PIE)) < 1e-8
K = edge_constant(ndtr)
edge_bits = 2 * K * sigma / (window * LN2)
direct = direct_information(window)
for w in (10.0, 20.0, 50.0, 100.0):
    formula = np.log2(w / ROOT_2PIE) + 2 * K / (w * LN2)
    # input-grid error is of order (grid step)^2 divided by the window
    assert abs(direct_information(w) - formula) < 2e-3 / w
assert abs(direct - estimate) < 0.03
small_window = 4.0
small_estimate = np.log2(small_window / ROOT_2PIE)
small_direct = direct_information(small_window)
assert small_estimate < 0 < small_direct

# Upper limit for every input distribution confined to the window
upper = np.log2(1 + window / (sigma * ROOT_2PIE))
beta = ROOT_2PIE * sigma / (window + ROOT_2PIE * sigma)


def log_trial_density(y):
    if 0 <= y <= window:
        return np.log((1 - beta) / window)
    outside = -y if y < 0 else y - window
    return (np.log(beta / (np.sqrt(2 * np.pi) * sigma))
            - 0.5 * (outside / sigma) ** 2)


trial_mass = (1 - beta) + 2 * quad(
    lambda y: np.exp(log_trial_density(y)), -12, -1e-13)[0]
assert abs(trial_mass - 1) < 1e-9
for x in (0.0, 0.5, 1.0, 3.0, 50.0, 99.2):
    cuts = [x - 10] + [c for c in (0.0, window) if x - 10 < c < x + 10]
    cuts.append(x + 10)
    divergence = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        divergence += quad(lambda y: gauss(y - x) * (
            np.log(gauss(y - x)) - log_trial_density(y)), a, b)[0]
    gap = sum(0.5 * u * (gauss(u) - u * ndtr(-u)) for u in (x, window - x))
    assert abs(divergence / LN2 - (upper - gap / LN2)) < 1e-6
    assert divergence / LN2 <= upper + 1e-6

# Improve the input distribution by repeated reweighting
x_grid = np.linspace(0, window, 401)
step = 0.1
y_grid = np.arange(-12, window + 12 + step / 2, step)
channel = gauss(y_grid[None, :] - x_grid[:, None])
minus_noise_entropy = -entr(channel).sum(axis=1) * step
prior = np.full(x_grid.size, 1 / x_grid.size)
for _ in range(2000):
    gain = minus_noise_entropy - step * (channel @ np.log(prior @ channel))
    improved = prior @ gain / LN2
    prior = prior * np.exp(gain)
    prior /= prior.sum()
assert direct < improved < upper

# Separate levels, each read decided by the nearest level
level_error = {}
for levels in (16, 24):
    spacing = window / (levels - 1)
    level_error[levels] = 2 * (1 - 1 / levels) * ndtr(-spacing / (2 * sigma))
    samples = 2_000_000
    sent = rng.integers(0, levels, samples)
    read = sent * spacing + sigma * rng.standard_normal(samples)
    decided = np.clip(np.rint(read / spacing), 0, levels - 1)
    p = level_error[levels]
    assert abs(np.mean(decided != sent) - p) < 5 * np.sqrt(p / samples)

# Programming and relaxation error, added by Gauss-Hermite averaging
sigma_prog = 2.0
nodes, node_weights = np.polynomial.hermite_e.hermegauss(40)
prog_direct = direct_information(window, shifts=sigma_prog * nodes,
                                 weights=node_weights / node_weights.sum())
sigma_total = np.hypot(sigma, sigma_prog)
prog_formula = (np.log2(window / (sigma_total * ROOT_2PIE))
                + 2 * K * sigma_total / (window * LN2))
assert abs(prog_direct - prog_formula) < 1e-4

# Noise that grows linearly across the window, same mean width
s_low, s_high = 0.5, 1.5
varying_direct = direct_information(
    window, width=lambda x: s_low + (s_high - s_low) * x / window)
mean_log = quad(lambda z: np.log2(s_low + (s_high - s_low) * z), 0, 1)[0]
varying_estimate = np.log2(window / ROOT_2PIE) - mean_log
# remaining difference: width slope (0.01) times an edge share (0.01)
assert abs(varying_direct - varying_estimate - edge_bits) < 1e-3

# Two-state telegraph noise plus Gaussian noise, same total variance
jump = 0.9
rest = np.sqrt(sigma ** 2 - jump ** 2)
telegraph_direct = direct_information(
    window, width=lambda x: rest + 0 * x,
    shifts=(-jump, jump), weights=(0.5, 0.5))
telegraph_entropy = quad(lambda t: entr(
    0.5 * gauss(t - jump, rest) + 0.5 * gauss(t + jump, rest)),
    -8, 8, limit=300)[0] / LN2
telegraph_edge = 2 * edge_constant(lambda t: 0.5 * ndtr((t - jump) / rest)
                                   + 0.5 * ndtr((t + jump) / rest))
telegraph_formula = (np.log2(window) - telegraph_entropy
                     + telegraph_edge / (window * LN2))
assert abs(telegraph_direct - telegraph_formula) < 1e-4
assert telegraph_direct > direct


# Converter with equal steps over the window and clipped ends
def converter_information(span, bins):
    x = (np.arange(16 * bins) + 0.5) * span / (16 * bins)
    borders = np.linspace(0, span, bins + 1)
    borders[0], borders[-1] = -np.inf, np.inf
    chance = np.diff(ndtr((borders[None, :] - x[:, None]) / sigma), axis=1)
    chance = np.clip(chance, 0, 1)
    return (entr(chance.mean(axis=0)).sum()
            - entr(chance).sum(axis=1).mean()) / LN2


codes = 64
adc_step = window / codes
adc_bits = converter_information(window, codes)
adc_wide = converter_information(2 * window, 2 * codes)
# combining two windows removes the edge share, inverse in the window
effective_entropy = -(2 * (adc_wide - np.log2(2 * window))
                      - (adc_bits - np.log2(window)))
adc_penalty = 0.5 * np.log2(1 + adc_step ** 2 / (12 * sigma ** 2))
assert abs(effective_entropy - noise_entropy - adc_penalty) < 2e-4
assert adc_bits < direct

# Thermal and shot noise of independent forward and backward transfers
voltage, read_time, temperature = 0.2, 50e-9, 358.0
g_siemens = g_max * 1e-6
v = const.e * voltage / (const.k * temperature)
spectrum = 2 * const.e * g_siemens * voltage / np.tanh(v / 2)
current_noise = np.sqrt(spectrum / (2 * read_time))
electronic_sigma = current_noise / voltage * 1e6
forward = g_siemens * voltage / const.e / (1 - np.exp(-v))
charge = const.e * (rng.poisson(forward * read_time, 200_000)
                    - rng.poisson(forward * np.exp(-v) * read_time, 200_000))
assert abs(np.std(charge / read_time) / current_noise - 1) < 0.01
electronic_loss = 0.5 * np.log2(1 + (electronic_sigma / sigma) ** 2)
assert electronic_loss < 0.01

print(f"window lower end: {g_min:.0f} uS")
print(f"window upper end: {g_max:.0f} uS")
print(f"window width W: {window:.0f} uS")
print(f"read noise sigma: {sigma:.1f} uS")
print(f"W/sigma: {window / sigma:.0f} (no unit)")
print(f"sqrt(2 pi e): {ROOT_2PIE:.4f} (no unit)")
print(f"log2 of W in uS: {np.log2(window):.4f} bits")
print(f"noise entropy, uS as unit: {noise_entropy:.4f} bits")
print(f"estimate without edges I0: {estimate:.4f} bits")
print(f"effective number of states 2^I0: {2 ** estimate:.2f} (no unit)")
print(f"edge constant K: {K:.4f} nats")
print(f"correction from both edges: {edge_bits:.4f} bits")
print(f"I0 plus edge correction: {estimate + edge_bits:.4f} bits")
print(f"direct sum from the definition: {direct:.4f} bits")
print(f"W = 4 sigma, estimate without edges: {small_estimate:.3f} bits")
print(f"W = 4 sigma, direct sum: {small_direct:.3f} bits")
print(f"upper limit for any input: {upper:.4f} bits")
print(f"tail weight beta of trial density: {beta:.4f} (no unit)")
print(f"improved input, direct sum: {improved:.4f} bits")
for levels, p in level_error.items():
    print(f"{levels} levels, spacing: {window / (levels - 1):.3f} uS")
    print(f"{levels} levels, error per read: {p:.2e} (no unit)")
print(f"programming and relaxation error: {sigma_prog:.1f} uS")
print(f"total error with read noise: {sigma_total:.3f} uS")
print(f"information with that error: {prog_direct:.3f} bits")
print(f"loss from that error: {direct - prog_direct:.3f} bits")
print(f"varying noise, low and high end: {s_low:.1f}, {s_high:.1f} uS")
print(f"varying noise, mean log2(sigma/uS): {mean_log:.4f} bits")
print(f"information with varying noise: {varying_direct:.3f} bits")
print(f"telegraph half-jump: {jump:.1f} uS")
print(f"Gaussian part beside telegraph noise: {rest:.3f} uS")
print(f"telegraph-plus-Gaussian entropy: {telegraph_entropy:.4f} bits")
print(f"information with telegraph noise: {telegraph_direct:.3f} bits")
print(f"converter codes: {codes} (no unit)")
print(f"converter step: {adc_step:.4f} uS")
print(f"converter penalty, variance formula: {adc_penalty:.4f} bits")
print(f"information after converter: {adc_bits:.3f} bits")
print(f"loss from converter, edges included: {direct - adc_bits:.3f} bits")
print(f"read voltage: {voltage:.1f} V")
print(f"read time: {read_time * 1e9:.0f} ns")
print(f"temperature: {temperature:.0f} K")
print(f"qV/kT: {v:.3f} (no unit)")
print(f"read current at upper end: {g_siemens * voltage * 1e6:.1f} uA")
print(f"thermal and shot current noise: {current_noise * 1e9:.2f} nA")
print(f"same noise as conductance: {electronic_sigma:.4f} uS")
print(f"loss if added to read noise: {electronic_loss:.5f} bits")
print("done: every assertion held")
```

Printed output:

```
window lower end: 10 uS
window upper end: 110 uS
window width W: 100 uS
read noise sigma: 1.0 uS
W/sigma: 100 (no unit)
sqrt(2 pi e): 4.1327 (no unit)
log2 of W in uS: 6.6439 bits
noise entropy, uS as unit: 2.0471 bits
estimate without edges I0: 4.5968 bits
effective number of states 2^I0: 24.20 (no unit)
edge constant K: 0.9032 nats
correction from both edges: 0.0261 bits
I0 plus edge correction: 4.6228 bits
direct sum from the definition: 4.6228 bits
W = 4 sigma, estimate without edges: -0.047 bits
W = 4 sigma, direct sum: 0.604 bits
upper limit for any input: 4.6552 bits
tail weight beta of trial density: 0.0397 (no unit)
improved input, direct sum: 4.6531 bits
16 levels, spacing: 6.667 uS
16 levels, error per read: 8.04e-04 (no unit)
24 levels, spacing: 4.348 uS
24 levels, error per read: 2.85e-02 (no unit)
programming and relaxation error: 2.0 uS
total error with read noise: 2.236 uS
information with that error: 3.494 bits
loss from that error: 1.129 bits
varying noise, low and high end: 0.5, 1.5 uS
varying noise, mean log2(sigma/uS): -0.0653 bits
information with varying noise: 4.688 bits
telegraph half-jump: 0.9 uS
Gaussian part beside telegraph noise: 0.436 uS
telegraph-plus-Gaussian entropy: 1.7740 bits
information with telegraph noise: 4.895 bits
converter codes: 64 (no unit)
converter step: 1.5625 uS
converter penalty, variance formula: 0.1336 bits
information after converter: 4.489 bits
loss from converter, edges included: 0.134 bits
read voltage: 0.2 V
read time: 50 ns
temperature: 358 K
qV/kT: 6.483 (no unit)
read current at upper end: 22.0 uA
thermal and shot current noise: 8.41 nA
same noise as conductance: 0.0420 uS
loss if added to read noise: 0.00127 bits
done: every assertion held
```
